\section*{Density-fitted CCSD from T1-dressed three-index factors}

If the single excitations of coupled-cluster theory are left as explicit amplitudes, each virtual index in the first (creation) position of an orbital pair and each occupied index in the second (annihilation) position can acquire a factor of $t_1$. The integral $(ai|bj)$ alone becomes a sum of sixteen terms, up to fourth order in $t_1$. Absorbing these terms into modified four-index integrals shortens the equations, but the modification must be repeated whenever $t_1$ changes. A typical piece, $\sum_k t_{ak}(kc|bd)$, costs $o\,v^4$ multiplications for $o$ occupied and $v$ virtual orbitals. This is a fifth-order step in every iteration, and it needs stored integrals with three virtual indices. If the integrals are products of three-index factors, the singles can be absorbed into the factors instead, at fourth-order cost. Four-index integrals that are needed explicitly must then be rebuilt from the dressed factors, again a fifth-order step, but no bare four-index integrals have to be stored.

Take a closed-shell reference $|0\rangle$, real orthonormal orbitals and the non-relativistic Hamiltonian. Indices $i,j,k,l$ are occupied, $a,b,c,d$ virtual, $p,q,r,s$ general, and $n=o+v$. Density fitting replaces the orbital product $pq$ by $\sum_P c_P^{pq}P$, with $N_{\rm aux}$ fitting functions $P$. Minimizing the Coulomb self-repulsion of the residual $\delta_{pq}=pq-\sum_Pc^{pq}_PP$ requires $(P|\delta_{pq})=0$ for every $P$, hence $c^{pq}=J^{-1}(\cdot|pq)$ with $J_{PQ}=(P|Q)$. With the Cholesky factorization $J=LL^T$, the fitted integrals are
\begin{equation}
(pq|rs)=\sum_Q B^Q_{pq}B^Q_{rs},\qquad B^Q_{pq}=\sum_P(L^{-1})_{QP}(P|pq).
\end{equation}
Because the residuals are orthogonal to the fitting functions, the unfitted integral minus the fitted one is $(\delta_{pq}|\delta_{rs})$. This error matrix is positive semidefinite, being a matrix of Coulomb repulsions. From here on $(pq|rs)$ means the fitted integral, in the Hartree--Fock reference as well, so that one Hamiltonian is used throughout.

Let $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and $\hat E(M)=\sum_{pq}M_{pq}E_{pq}$. Moving $a_{q\sigma}$ to the left in the two-electron operator gives
\begin{equation}
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}
=a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\tau}a_{s\tau}-\delta_{qr}\delta_{\sigma\tau}a^\dagger_{p\sigma}a_{s\tau}.
\end{equation}
Multiplying by $\frac12(pq|rs)$ and summing, one finds that the factorized Hamiltonian consists of one-body operators and their squares:
\begin{equation}
H=\hat E(h)+\tfrac12\sum_Q\left[\hat E(B^Q)^2-\hat E(B^QB^Q)\right].
\label{squares}
\end{equation}

The singles operator is itself of this kind, $T_1=\sum_{ai}t_{ai}E_{ai}=\hat E(\tau)$, where the only nonzero block of $\tau$ is $\tau_{ai}=t_{ai}$. From $[E_{pq},E_{rs}]=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}$ follows $[\hat E(M),\hat E(N)]=\hat E(MN-NM)$. The commutator expansion of $e^{-T_1}\hat E(M)e^{T_1}$ is therefore an expansion in matrices. Since $\tau$ leads from occupied to virtual orbitals, $\tau^2=0$, and
\begin{equation}
[[M,\tau],\tau]=M\tau^2-2\tau M\tau+\tau^2M=-2\tau M\tau .
\end{equation}
The next commutator vanishes, again because $\tau^2=0$. With the factor $\frac12$ of the second-order term,
\begin{equation}
e^{-T_1}\hat E(M)e^{T_1}=\hat E(M+M\tau-\tau M-\tau M\tau)=\hat E\big((1-\tau)M(1+\tau)\big).
\label{similarity}
\end{equation}
Now insert $e^{T_1}e^{-T_1}=1$ between the two factors of each square in \eqref{squares}. Each factor becomes $\hat E(\tilde B^Q)$, with
\begin{equation}
\tilde B^Q=(1-\tau)B^Q(1+\tau),\qquad \tilde h=(1-\tau)h(1+\tau).
\end{equation}
The correction term keeps its form because $(1+\tau)(1-\tau)=1$, so that $(1-\tau)B^QB^Q(1+\tau)=\tilde B^Q\tilde B^Q$. Thus $\tilde H=e^{-T_1}He^{T_1}$ is \eqref{squares} with dressed matrices, and every class of its two-electron integrals is
\begin{equation}
(pq|rs)^\sim=\sum_Q\tilde B^Q_{pq}\tilde B^Q_{rs}.
\label{assembly}
\end{equation}
No approximation beyond the fit has entered. The argument needs only a factorization of this form, so it holds for Cholesky-decomposed integrals too.

In blocks, the right factor $1+\tau$ adds virtual columns to occupied ones, and the left factor $1-\tau$ subtracts occupied rows from virtual ones:
\begin{align}
\tilde B_{ia}&=B_{ia}, & \tilde B_{ij}&=B_{ij}+\sum_cB_{ic}t_{cj},\nonumber\\
\tilde B_{ab}&=B_{ab}-\sum_kt_{ak}B_{kb}, &
\tilde B_{ai}&=B_{ai}+\sum_c\tilde B_{ac}t_{ci}-\sum_kt_{ak}B_{ki}.
\label{blocks}
\end{align}
In the last entry the term $-\sum_{kc}t_{ak}B_{kc}t_{ci}$ has been absorbed by using the already dressed $\tilde B_{ac}$. For each $Q$ the four sums take $o^2v$, $ov^2$, $ov^2$ and $o^2v$ multiplications, so dressing costs
\begin{equation}
2N_{\rm aux}\,o\,v\,(o+v).
\label{cost}
\end{equation}
When a molecule grows in a fixed type of basis, $N_{\rm aux}$, $o$ and $v$ all grow in proportion to its size $N$, and the cost is $N^4$ per iteration. If instead the basis is enlarged for a fixed molecule, $o$ is constant and for $v\gg o$ the cost grows as $N_{\rm aux}v^2$. This is cubic if the fitting set grows in proportion to $v$, and slower if the fitting set grows more slowly than $v$.

A case with one occupied orbital, one virtual orbital and one factor shows the signs. Let $B_{ii}=0.8$, $B_{ia}=B_{ai}=0.2$ and $B_{aa}=0.6$, in hartree$^{1/2}$, and $t=0.1$. Then
\begin{align}
\tilde B_{ii}&=0.8+0.2(0.1)=0.82,\qquad \tilde B_{aa}=0.6-0.1(0.2)=0.58,\nonumber\\
\tilde B_{ai}&=0.2+0.58(0.1)-0.1(0.8)=0.178,
\end{align}
while $\tilde B_{ia}$ stays at $0.2$. The trace remains $1.4$, as a similarity transformation requires, but the matrix is no longer symmetric. The dressed integral $(ai|ai)^\sim$ is $0.178^2=0.031684$ hartree, against a bare value of $0.04$, and $(aa|ii)^\sim=0.58\times0.82=0.4756$ hartree. In general $(pq|rs)^\sim=(rs|pq)^\sim$ survives, whereas the exchange of $p$ and $q$ within a pair does not. Code that stores only $p\ge q$ within a pair for the bare integrals cannot do so for the dressed ones; the triangle in the two pair indices may still be used.

To use the dressed integrals, order $\tilde H$ normally with respect to $|0\rangle$. Contracting one operator pair of the two-electron term gives a direct part, doubled by spin, and an exchange part:
\begin{equation}
\tilde F_{pq}=\tilde h_{pq}+\sum_Q\Big[2\tilde B^Q_{pq}\sum_k\tilde B^Q_{kk}-\sum_k\tilde B^Q_{pk}\tilde B^Q_{kq}\Big].
\end{equation}
This takes $N_{\rm aux}n^2(o+1)$ multiplications besides the cubic dressing of $h$, again fourth order. The fully contracted part is $\tilde E_0=\sum_i(\tilde h_{ii}+\tilde F_{ii})$.

The doubles operator is $T_2=\frac12\sum t_{ij}^{ab}E_{ai}E_{bj}$ with $t_{ij}^{ab}=t_{ji}^{ba}$. Expanding the spin sums shows that $t_{ij}^{ab}$ is the amplitude for exciting $i\to a$ with spin up and $j\to b$ with spin down. For equal spins, antisymmetry gives $s_{ij}^{ab}=t_{ij}^{ab}-t_{ij}^{ba}$. A sum over the spin of one pair yields $u_{ij}^{ab}=t_{ij}^{ab}+s_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}$. Define
\begin{equation}
Y^Q_{ai}=\sum_{kc}u_{ik}^{ac}B^Q_{kc}.
\end{equation}

The CCSD equations require that $e^{-T_2}\tilde He^{T_2}|0\rangle$ have no singly or doubly excited components. Let $\Omega_{ai}$ be the coefficient of the spin-up single excitation, and $\Omega_{aibj}$ that of $i\to a$ with spin up and $j\to b$ with spin down. In the commutator expansion each $T_2$ must be contracted with $\tilde H$. A two-electron integral supplies two one-body vertices, $pq$ and $rs$, each conserving spin. Their actions on excited pairs, written $(a\,i)=a^\dagger_aa_i$, are as follows.
\begin{itemize}
\item $ai$ creates a pair; $kc$ destroys the pair $(c\,k)$; both have sign $+$.
\item $ac$ replaces particle $c$ by $a$, with sign $+$.
\item $ki$ replaces hole $k$ by $i$, with sign $-$, since $[a_k^\dagger a_i,a_k]=-a_i$.
\item $kc$ can also join two pairs, $(c\,i)(b\,k)\to-(b\,i)$. Contracting $c$ and then $k$ in $a_k^\dagger a_c\,a_c^\dagger a_i\,a_b^\dagger a_k$ leaves $a_ia_b^\dagger=-a_b^\dagger a_i$.
\end{itemize}
The prefactor $\frac12$ of the integral is cancelled by interchanging its vertices, and that of $T_2^2/2$ by interchanging the amplitudes. The equal-spin part of $T_2$ is $\frac14\sum s_{ij}^{ab}(a\,i)(b\,j)$ for each spin, and the $\frac14$ is cancelled by the four equivalent ways of assigning its particles and holes.

The excitation level selects the contributing integrals. A vertex $vo$ raises it by one, $ov$ lowers it by one, $oo$ and $vv$ leave it unchanged, and each $T_2$ raises it by two. At level zero, besides $\tilde E_0$, two destroying vertices act on one $T_2$. The correlated energy, without nuclear repulsion, is
\begin{equation}
E=\tilde E_0+\sum_{iajb}u_{ij}^{ab}(ia|jb)=\tilde E_0+\sum_{Q,ia}B^Q_{ia}Y^Q_{ai}.
\end{equation}
At level one, either $\tilde F_{ai}$ acts alone, or a term of level $-1$ acts on one $T_2$. In the latter case one vertex destroys a pair, whose spin sum gives $u$, while any second vertex moves the remaining particle or hole:
\begin{equation}
\Omega_{ai}=\tilde F_{ai}+\sum_{kc}u_{ik}^{ac}\tilde F_{kc}
+\sum_Q\Big[\sum_d\tilde B^Q_{ad}Y^Q_{di}-\sum_kY^Q_{ak}\tilde B^Q_{ki}\Big].
\end{equation}

At level two there are three groups. Without $T_2$ there is only $(ai|bj)^\sim$. With one $T_2$, the Fock operator and the classes of level zero contribute. Let $P$ add to an expression the same expression with $(a,i)$ and $(b,j)$ exchanged. Two moved particles or two moved holes give
\begin{equation}
\sum_{cd}(ac|bd)^\sim t_{ij}^{cd}+\sum_{kl}(ki|lj)^\sim t_{kl}^{ab}.
\end{equation}
One created and one destroyed pair give $P\sum_{kc}(ai|kc)^\sim u_{jk}^{bc}$. One moved particle and one moved hole carry a minus sign. They may belong to the same spin or to opposite spins, which gives
\begin{equation}
-P\sum_{kc}\left[(ac|ki)^\sim t_{kj}^{cb}+(ac|kj)^\sim t_{ik}^{cb}\right].
\end{equation}
The Fock terms are $P[\sum_c\tilde F_{bc}t_{ij}^{ac}-\sum_k\tilde F_{kj}t_{ik}^{ab}]$.

With two $T_2$, both vertices must be of type $ov$, which dressing leaves unchanged. The four contracted lines can be distributed in these ways.
\begin{itemize}
\item Both particles of one amplitude and both holes of the other: two joins, sign $+$, giving $\sum(kc|ld)t_{ij}^{cd}t_{kl}^{ab}$.
\item One pair from each, each vertex destroying a whole pair: $\sum u_{ik}^{ac}(kc|ld)u_{lj}^{db}$.
\item The same remaining pairs $(a\,i)$ and $(b\,j)$, but with crossed vertices: one join and one destruction, sign $-$. All contracted lines share one spin, and its two values give $-\sum(kd|lc)[s_{ik}^{ac}t_{lj}^{db}+t_{ik}^{ac}s_{lj}^{db}]$.
\item One amplitude keeps $a,j$ and the other $b,i$: two joins, sign $+$, giving $\sum(kd|lc)t_{kj}^{ac}t_{il}^{db}$.
\item Three lines from one amplitude and one from the other: a pair is destroyed and a join has sign $-$. If the first amplitude keeps only a particle, the result is $-P\sum_{Q,kc}Y^Q_{bk}B^Q_{kc}t_{ij}^{ac}$; if it keeps only a hole, it is $-P\sum_{Q,kd}B^Q_{kd}Y^Q_{dj}t_{ik}^{ab}$.
\end{itemize}

The terms in which whole pairs are created or destroyed combine, because
\begin{equation}
\sum_Q(\tilde B_{ai}+Y_{ai})(\tilde B_{bj}+Y_{bj})
=\sum_Q(\tilde B_{ai}\tilde B_{bj}+\tilde B_{ai}Y_{bj}+Y_{ai}\tilde B_{bj}+Y_{ai}Y_{bj}),
\end{equation}
where the label $Q$ on each factor is understood. The first product is $(ai|bj)^\sim$, the next two are the terms linear in $u$, and the last is the one quadratic in $u$. The complete doubles equation is $\Omega_{aibj}=0$ with
\begin{align}
\Omega_{aibj}={}&\sum_Q(\tilde B_{ai}+Y_{ai})(\tilde B_{bj}+Y_{bj})+\sum_{cd}(ac|bd)^\sim t_{ij}^{cd}\nonumber\\
&+\sum_{kl}\Big[(ki|lj)^\sim+\sum_{cd}(kc|ld)t_{ij}^{cd}\Big]t_{kl}^{ab}\nonumber\\
&+P\Big\{\sum_cA_{bc}t_{ij}^{ac}-\sum_kI_{kj}t_{ik}^{ab}\nonumber\\
&\qquad-\sum_{dl}X_{ai,dl}t_{lj}^{db}-\sum_{kc}V_{ac,kj}t_{ik}^{cb}\Big\}.
\label{doubles}
\end{align}
The intermediates collect the remaining terms:
\begin{align}
A_{bc}&=\tilde F_{bc}-\sum_{Qk}Y^Q_{bk}B^Q_{kc},&
I_{kj}&=\tilde F_{kj}+\sum_{Qd}B^Q_{kd}Y^Q_{dj},\nonumber\\
X_{ai,dl}&=(ad|li)^\sim+\sum_{kc}s_{ik}^{ac}(kd|lc),&
V_{ac,kj}&=(ac|kj)^\sim-\tfrac12\sum_{ld}t_{lj}^{ad}(kd|lc).
\end{align}
The $\frac12$ in $V$ appears because its quadratic term is already symmetric under the exchange made by $P$, which would otherwise count it twice. For $t_1=0$ all tildes disappear and \eqref{doubles} is the doubles equation of CCD.

Of the ten classes that can be formed from two of the blocks $oo,ov,vo,vv$, one is missing, $(vo|vv)$. It raises the level by one and so cannot reach singles or doubles with an added $T_2$; acting alone on $|0\rangle$ it gives zero, because its $vv$ vertex finds no particle. It does not enter $\tilde F$ either, since a contraction there needs two occupied indices. The class $(vo|oo)$ has the same level but does enter, through $\tilde F_{ai}$. These statements and the equations above were tested on a random Hamiltonian with two occupied and three virtual orbitals, using explicit fermion operators in its 1024-dimensional Fock space. The energy and both residuals agree to about $10^{-15}$. Deleting each class in turn leaves the equations unchanged for $(vo|vv)$ alone.

The fourth-order cost belongs to the dressing, not to CCSD as a whole. Assembling all integrals by \eqref{assembly} takes $N_{\rm aux}n^4$ multiplications, a fifth-order step, and forming $Y$ takes $N_{\rm aux}o^2v^2$. Assembling the all-virtual class alone takes $N_{\rm aux}v^4$, more than the $o\,v^4$ of the explicit piece quoted at the start whenever $N_{\rm aux}>o$, so for this class the factored route saves storage rather than multiplications. The contraction of $(ac|bd)^\sim$ with $t_{ij}^{cd}$ takes $o^2v^4$, which is sixth order. Multiplications counted during execution follow the same pattern. When $(N_{\rm aux},o,v)$ is doubled from $(6,2,3)$, dressing rises from 360 to 5760, a factor of 16, and assembly from 3750 to 120000, a factor of 32. The Fock count rises from 450 to 6000, a factor of 13.3 instead of 16, because $o+1$ grows only from 3 to 5; the factor tends to 16 for large $o$.

Formaldehyde shows the sizes involved. The chosen planar geometry has CO and CH distances of 1.21 and 1.11~\AA\ and an HCH angle of $116^\circ$. The basis is cc-pVDZ with the cc-pVDZ-JKFIT fitting set, and all electrons are correlated, so $o=8$, $v=30$ and $N_{\rm aux}=186$. By \eqref{cost}, one dressing takes
\begin{equation}
2\times186\times8\times30\times38=3.39\times10^6
\end{equation}
multiplications, and the dressed Fock matrix $2.42\times10^6$. Contracting the all-virtual class takes $5.18\times10^7$, about fifteen times the dressing. Assembling that class takes $1.51\times10^8$, more than its contraction despite the lower order. The ratio of the two is $N_{\rm aux}/o^2=186/64\approx2.9$, so the order is reversed once $o^2$ exceeds $N_{\rm aux}$.

The solution was reached after 16 residual evaluations, each with freshly dressed factors. At convergence the norm of $t_1$ is 0.057. The $vo$ factors differ from the bare ones by 2.5\% of the bare norm, and the antisymmetric difference $\tilde B_{ab}-\tilde B_{ba}$ has 1.3\% of the norm of the $vv$ factors. The energy separates into
\begin{equation}
E_{\rm corr}=(\tilde E_0-E_{\rm HF})+\sum_{Q,ia}B^Q_{ia}Y^Q_{ai}
=0.000334-0.337827=-0.337493\ \text{hartree},
\end{equation}
or $-9.184$ eV. To read the first term, insert \eqref{blocks} into $\tilde E_0$:
\begin{equation}
\tilde E_0-E_{\rm HF}=2\sum_{ia}F_{ia}t_{ai}+\sum_{iajb}\left[2(ia|jb)-(ib|ja)\right]t_{ai}t_{bj}.
\end{equation}
The linear part vanishes for converged Hartree--Fock orbitals, where the bare $F_{ia}=0$, so the term is quadratic in the small $t_1$. It is not the whole effect of the singles, which also change the doubles through the dressed integrals.

Adding the fitted Hartree--Fock energy of $-113.875486$ hartree gives a total of $-114.212979$ hartree. A conventional CCSD calculation with the same fitted integrals gives the same correlation energy to $10^{-9}$ hartree, which confirms that dressing adds no error of its own. The fit does add one. Relative to unfitted integrals in the same basis, the correlation energy is too low by $1.43\times10^{-4}$ hartree, about 0.04\%, while the total energy is too high by $4.5\times10^{-5}$ hartree. The Hartree--Fock energy is therefore too high by about $1.9\times10^{-4}$ hartree, and the two errors partly cancel for this fitting set. The cancellation is not general: with the cc-pVDZ-RI set the Hartree--Fock and correlation energies are both too low, by $1.7\times10^{-3}$ and $2.1\times10^{-4}$ hartree, and the errors add.

A single integral over basis functions can be much worse: the largest fitting error is $0.026$ hartree. For a positive semidefinite matrix $|M_{xy}|\le\sqrt{M_{xx}M_{yy}}$, so an error of this size occurs on the diagonal, as the self-repulsion $(\delta|\delta)$ of the residual of one poorly fitted product of basis functions. Small energy errors thus do not certify every integral, and a property that weights such products strongly needs its own check of the fitting set. The energies also lack the effects of a larger basis, of connected triple and higher excitations, and of relativity. The basis effect is far larger than the fitting error: merely adding diffuse functions (aug-cc-pVDZ) lowers the Hartree--Fock energy by $0.009$ hartree and the second-order (MP2) correlation energy by $0.017$ hartree. The six digits quoted therefore belong to the cc-pVDZ model, not to the molecule. The dressing cures none of these, nor the failure of CCSD when a single closed-shell determinant is a poor reference. The computed values are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Hand example, factor in hartree^(1/2), t = 0.1
bare B_ii, B_ia, B_aa: 0.800 0.200 0.600
dressed B_ii, B_ia: 0.820 0.200
dressed B_ai, B_aa: 0.178 0.580
dressed (ai|ai): 0.031684 hartree
dressed (aa|ii): 0.475600 hartree
Fock-space test: o, v, naux = 2, 3, 4
Fock-space dimension: 1024
max error, dressed Hamiltonian: 2.0e-15
error, energy: 1.6e-15
max error, singles residual: 1.3e-15
max error, doubles residual: 2.7e-15
integral classes absent from CCSD: vo|vv
Counted multiplications, naux,o,v = 6,2,3 then doubled
dressing: 360 -> 5760, ratio 16.0
Fock: 450 -> 6000, ratio 13.3
assembly: 3750 -> 120000, ratio 32.0
H2CO: CO 1.21, CH 1.11 angstrom; HCH 116 degrees
cc-pVDZ / cc-pVDZ-JKFIT, all electrons correlated
o, v, naux = 8, 30, 186
largest AO integral fit error: 2.62e-02 hartree
fitted HF total energy: -113.875486 hartree
residual evaluations to convergence: 16
final residual norm: 8.9e-09 hartree
dressed reference minus HF energy: 0.000334 hartree
pair energy: -0.337827 hartree
CCSD correlation energy: -0.337493 hartree
CCSD correlation energy: -9.1836 eV
CCSD total energy: -114.212979 hartree
difference from conventional code: 9.6e-10 hartree
unfitted correlation energy: -0.337350 hartree
fit error, correlation: -1.43e-04 hartree
fit error, total: 4.47e-05 hartree
norm of t1: 0.0569
relative change of vo factors: 0.0247
relative asymmetry of vv factors: 0.0128
multiplications, dressing: 3.393e+06
multiplications, dressed Fock: 2.417e+06
multiplications, (vv|vv) assembly: 1.507e+08
multiplications, (vv|vv) contraction: 5.184e+07
\end{verbatim}
